# The Luttinger Hamiltonian of a Gamma8+ Level from Invariants

## What symmetry fixes on two axes

Consider a fourfold level \(\Gamma_8^+\) at \(\mathbf k=0\) in a crystal with point group \(O_h\), time reversal symmetry and no magnetic field. The level is separated from all others, so its effective \(4\times4\) Hamiltonian \(H(\mathbf k)\) can be expanded in powers of \(\mathbf k\). I use Hartree atomic units, cubic axes, and electron energies measured from the level. A hole band therefore curves downwards.

Under the rotations of the cube the four states transform like a spin \(3/2\), with matrices \(J_x,J_y,J_z\). The actual representation matrices may differ from the spin matrices \(D(g)\) by a factor \(-1\) for some rotations. This does not matter, because the symmetry condition

\[
D(g)\,H(g^{-1}\mathbf k)\,D(g)^\dagger=H(\mathbf k)
\]

contains \(D\) twice. When the factor is present, the labels \(m\) used below are eigenvalues of the matrices \(J_i\) and do not give the true phase under a quarter turn. All four states have the same parity, so inversion gives \(H(-\mathbf k)=H(\mathbf k)\). There is no linear term, and the constant term is zero by the choice of energy origin. The leading term is quadratic. Since \(k^2\) has the dimension of energy in units with \(\hbar=m_e=1\), its coefficients are pure numbers.

Time reversal \(T\) changes \(\mathbf k\) to \(-\mathbf k\). Together with inversion it makes \(H(\mathbf k)\) commute with \(T\) at each \(\mathbf k\). For a state \(\psi\) of half-integer spin, \(T^2=-1\), and antiunitarity means \(\langle a|b\rangle=\langle Tb|Ta\rangle\). Hence

\[
\langle\psi|HT\psi\rangle=\langle THT\psi|T\psi\rangle=\langle HT^2\psi|T\psi\rangle=-\langle\psi|HT\psi\rangle=0 .
\]

So \(H\) does not couple \(\psi\) to \(T\psi\), and \(\langle T\psi|HT\psi\rangle=\langle T\psi|TH\psi\rangle=\langle H\psi|\psi\rangle\) shows that the two have equal expectation values.

**Wavevector along [001].** A quarter turn about \(z\) leaves \(\mathbf k\) unchanged. It multiplies the state \(J_z=m\) by \(e^{-i\pi m/2}\), and these phases differ for \(m=\pm\tfrac12,\pm\tfrac32\). Thus \(H\) is diagonal in \(m\), and \(T\) makes the energies of \(m\) and \(-m\) equal. Two numbers remain. Because \(J_z^2-\tfrac54=+1\) for \(m=\pm\tfrac32\) and \(-1\) for \(m=\pm\tfrac12\), I may write

\[
H=k^2\left[-\tfrac12\gamma_1+\gamma_2\left(J_z^2-\tfrac54\right)\right].
\]

**Wavevector along [111].** Let \(\mathbf n\) be the unit vector along \(\mathbf k\). A third of a turn about \(\mathbf n\) gives the phases \(e^{-2\pi i m/3}\), where \(m\) now belongs to \(\mathbf n\cdot\mathbf J\). They are \(e^{\mp i\pi/3}\) for \(m=\pm\tfrac12\) and \(-1\) for both \(m=\pm\tfrac32\). The last two states could mix, but they are time-reversed partners, so they do not. Again there are two numbers:

\[
H=k^2\left[-\tfrac12\gamma_1'+\gamma_3\left((\mathbf n\cdot\mathbf J)^2-\tfrac54\right)\right].
\]

The trace of \(H(\mathbf k)\) shows that \(\gamma_1'=\gamma_1\). It is a quadratic function of \(\mathbf k\) invariant under the cubic rotations. Half turns about the axes forbid the products \(k_xk_y\), \(k_yk_z\), \(k_zk_x\), and the cyclic exchange of axes gives the three squares equal weight. The trace is therefore a multiple of \(k^2\), the same in both directions.

These two axes thus need three constants. It remains to find whether other directions need more.

## All directions: counting the invariants

The 16 independent Hermitian \(4\times4\) matrices can be arranged as tensors built from \(\mathbf J\), of rank 0, 1, 2 and 3, with \(1+3+5+7=16\) members. Under cubic rotations a tensor of rank \(r\) splits as the harmonic polynomials of degree \(r\) do:

- rank 0 gives \(\Gamma_1\);
- rank 1 gives \(\Gamma_4\), like \((x,y,z)\);
- rank 2 gives \(\Gamma_3\), like \((2z^2-x^2-y^2,\;x^2-y^2)\), and \(\Gamma_5\), like \((yz,zx,xy)\);
- rank 3 gives \(\Gamma_2\), like \(xyz\); \(\Gamma_4\); and \(\Gamma_5\), like \(x(y^2-z^2)\) and its cyclic partners.

The six products \(k_ik_j\) give \(\Gamma_1+\Gamma_3+\Gamma_5\). Each pair of equal representations, one from the products and one from the matrices, yields one invariant. There is one pair for \(\Gamma_1\), one for \(\Gamma_3\) and two for \(\Gamma_5\), so rotations and inversion allow four terms.

Time reversal changes \(\mathbf J\) to \(-\mathbf J\), so a tensor of rank \(r\) acquires the factor \((-1)^r\). A quadratic function of \(\mathbf k\) is even and needs a matrix of even rank. This removes the rank-3 partner of \(\Gamma_5\), namely

\[
k_yk_z\{J_x(J_y^2-J_z^2)\}+\text{cyclic},\qquad \{AB\}=\tfrac12(AB+BA).
\]

Three invariants remain. The numerical check finds the same numbers, four and three, by solving the symmetry conditions as linear equations.

The same reasoning shows what inversion contributes. In the group \(O\), which lacks it, \(\mathbf k\) belongs to \(\Gamma_4\) and, being odd under \(T\), can pair with the two odd-rank \(\Gamma_4\) sets: two linear terms. In \(T_d\), \(\mathbf k\) belongs to \(\Gamma_5\) and pairs with the rank-3 \(\Gamma_5\): one linear term. In such crystals the quadratic Hamiltonian below is incomplete near \(\mathbf k=0\).

## Writing the Hamiltonian

Cubic rotations permute the components of \(\mathbf k\) and \(\mathbf J\) together and change their signs together. The following combinations are therefore invariant by inspection:

\[
k^2,\qquad \sum_i k_i^2\left(J_i^2-\tfrac54\right),\qquad \sum_{\rm cyc}k_xk_y\{J_xJ_y\}.
\]

Here \(\sum_{\rm cyc}\) runs over \(xy\), \(yz\), \(zx\). The three terms belong to \(\Gamma_1\), \(\Gamma_3\) and \(\Gamma_5\), so they are independent and exhaust the list. The coefficients are real because \(H\) is Hermitian. I choose

\[
H=-\tfrac12\gamma_1k^2+\gamma_2\sum_i k_i^2\left(J_i^2-\tfrac54\right)+2\gamma_3\sum_{\rm cyc}k_xk_y\{J_xJ_y\}.
\]

Taking out \(-\tfrac12\) turns the term \(-\tfrac54\gamma_2k^2\) into \(+\tfrac52\gamma_2k^2\) inside the bracket:

\[
H=-\tfrac12\Big[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{\rm cyc}k_xk_y\{J_xJ_y\}\Big].
\]

This is the Luttinger Hamiltonian.

**Test on the two axes.** For \(\mathbf k\) along \(z\) the first form reduces at once to the earlier result. For [111], \(k_ik_j=k^2/3\) for all \(i,j\). The \(\gamma_2\) term vanishes because \(\sum_iJ_i^2=\tfrac{15}4\). For the last term, expand

\[
(\mathbf n\cdot\mathbf J)^2=\tfrac13\Big(\tfrac{15}4+2\sum_{\rm cyc}\{J_xJ_y\}\Big)
\;\Rightarrow\;
\sum_{\rm cyc}\{J_xJ_y\}=\tfrac32\left((\mathbf n\cdot\mathbf J)^2-\tfrac54\right).
\]

Multiplication by \(2\gamma_3k^2/3\) gives \(\gamma_3k^2\left((\mathbf n\cdot\mathbf J)^2-\tfrac54\right)\), as required. The constants introduced on the axes are the three constants of the full problem.

**Test on the spherical limit.** For \(\gamma_2=\gamma_3=\gamma\) the two matrix terms combine, since \((\mathbf k\cdot\mathbf J)^2=\sum_ik_i^2J_i^2+2\sum_{\rm cyc}k_xk_y\{J_xJ_y\}\):

\[
H=-\tfrac12\gamma_1k^2+\gamma\left[(\mathbf k\cdot\mathbf J)^2-\tfrac54k^2\right].
\]

This is invariant under every rotation of \(\mathbf k\) and \(\mathbf J\) together. For a given choice of the matrices \(J_i\), the difference \(\gamma_3-\gamma_2\) measures the cubic anisotropy of the matrix \(H\). Cubic symmetry admits a second choice. A factor \(-1\) on the quarter turn changes the phase \(e^{-3i\pi/4}\) of \(m=\tfrac32\) into \(e^{i\pi/4}\), the phase of \(m=-\tfrac12\), while a third of a turn carries no such factor. Relabelling the states accordingly exchanges \(|m|=\tfrac32\) and \(\tfrac12\) on [001] but not on [111], so \(\gamma_2\) changes sign while \(\gamma_1\) and \(\gamma_3\) do not. The bands found below depend only on \(\gamma_1\), \(\gamma_2^2\) and \(\gamma_3^2\).

## Diagonalization in a general direction

Define five matrices from the rank-2 tensors:

\[
G_1=J_z^2-\tfrac54,\quad G_2=\frac{J_x^2-J_y^2}{\sqrt3},\quad
G_3=\frac{2\{J_yJ_z\}}{\sqrt3},\quad G_4=\frac{2\{J_zJ_x\}}{\sqrt3},\quad G_5=\frac{2\{J_xJ_y\}}{\sqrt3}.
\]

Order the basis as \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\). Let Pauli matrices \(\tau\) act between the first and second pair of states, and \(\sigma\) within a pair. The raising operator \(J_+=J_x+iJ_y\) has the elements \(\sqrt3,2,\sqrt3\), so both nonzero elements of \(J_+^2\) are \(2\sqrt3\). From

\[
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad 2\{J_xJ_y\}=\tfrac1{2i}(J_+^2-J_-^2)
\]

it follows that \(G_2=\tau_x\) and \(G_5=\tau_y\). In \(2\{J_zJ_x\}\) and \(2\{J_yJ_z\}\) each element of \(J_+\) from \(m\) to \(m+1\) is multiplied by \(2m+1\), which is \(2,0,-2\) from top to bottom. Hence \(G_4=\tau_z\sigma_x\) and \(G_3=\tau_z\sigma_y\). Finally \(G_1=\mathrm{diag}(1,-1,-1,1)=\tau_z\sigma_z\). Any two of these five products anticommute, and each squares to one:

\[
G_aG_b+G_bG_a=2\delta_{ab}.
\]

To express \(H\) through them, use \(J_x^2+J_y^2=\tfrac{15}4-J_z^2=\tfrac52-G_1\) and \(J_x^2-J_y^2=\sqrt3\,G_2\). Half the sum and half the difference give

\[
J_{x}^2-\tfrac54=-\tfrac12G_1+\tfrac{\sqrt3}2G_2,\qquad
J_{y}^2-\tfrac54=-\tfrac12G_1-\tfrac{\sqrt3}2G_2 .
\]

Also \(2\gamma_3k_xk_y\{J_xJ_y\}=\sqrt3\gamma_3k_xk_yG_5\), and likewise for the other products. Therefore \(H=-\tfrac12\gamma_1k^2+\sum_ad_aG_a\), with

\[
d_1=\tfrac12\gamma_2(2k_z^2-k_x^2-k_y^2),\qquad d_2=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2),
\]
\[
(d_3,d_4,d_5)=\sqrt3\gamma_3\,(k_yk_z,\;k_zk_x,\;k_xk_y).
\]

In the square of \(\sum_ad_aG_a\) the cross terms cancel by anticommutation, leaving \(|d|^2=\sum_ad_a^2\) times the unit matrix. Its eigenvalues are thus \(\pm|d|\). Its trace is zero, so each sign occurs twice.

Let \(S=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2\). Expanding the squares,

\[
(2k_z^2-k_x^2-k_y^2)^2+3(k_x^2-k_y^2)^2=4(k_x^4+k_y^4+k_z^4-S)=4(k^4-3S),
\]

where the last step uses \(k^4=k_x^4+k_y^4+k_z^4+2S\). So \(d_1^2+d_2^2=\gamma_2^2(k^4-3S)\), while the other three components contribute \(3\gamma_3^2S\). The bands are

\[
E_\pm(\mathbf k)=-\tfrac12\gamma_1k^2\pm\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)S}.
\]

## Masses and warping

From here on \(\gamma_2,\gamma_3>0\) and \(\gamma_1>2\max(\gamma_2,\gamma_3)\). Both bands then fall away from \(\mathbf k=0\) in all directions, as shown by the bounds below. The upper band \(E_+\) falls more slowly and is the heavy-hole band; \(E_-\) is the light-hole band.

Along a fixed ray both energies are proportional to \(k^2\), and \(E=-k^2/(2m)\) defines a radial mass \(m\), in electron masses. On [100], \(S=0\) and the root is \(\gamma_2k^2\). On [111], \(S=3(k^2/3)^2=k^4/3\) and the root is \(\gamma_3k^2\). Hence

\[
m_{\rm hh}^{[100]}=\frac1{\gamma_1-2\gamma_2},\quad m_{\rm lh}^{[100]}=\frac1{\gamma_1+2\gamma_2},\quad
m_{\rm hh}^{[111]}=\frac1{\gamma_1-2\gamma_3},\quad m_{\rm lh}^{[111]}=\frac1{\gamma_1+2\gamma_3}.
\]

On these axes the heavy states have \(\mathbf n\cdot\mathbf J=\pm\tfrac32\), with \(\mathbf n\) along \(\mathbf k\), and the light states \(\pm\tfrac12\).

These axes are also the extremes. Clearly \(S\ge0\), and

\[
k^4-3S=\tfrac12\left[(k_x^2-k_y^2)^2+(k_y^2-k_z^2)^2+(k_z^2-k_x^2)^2\right]\ge0,
\]

so \(0\le S\le k^4/3\). The quantity under the root is linear in \(S\), and the root therefore lies between \(\gamma_2k^2\) and \(\gamma_3k^2\).

**A direction between them.** On [110], \(S=k^4/4\), and the inverse masses are \(\gamma_1\mp\sqrt{\gamma_2^2+3\gamma_3^2}\), with the upper sign for the heavy band. To see the character of the states, let \(J_n=(J_x+J_y)/\sqrt2\) and \(J_p=(J_y-J_x)/\sqrt2\). Then \(J_x^2+J_y^2=J_n^2+J_p^2\) and \(2\{J_xJ_y\}=J_n^2-J_p^2\). On this axis \(k_z=0\) and \(k_x^2=k_y^2=k_xk_y=k^2/2\). Inserting all this into \(H\) gives

\[
H=k^2\left[-\tfrac12\gamma_1-\tfrac54\gamma_2+\tfrac12(\gamma_2+\gamma_3)J_n^2+\tfrac12(\gamma_2-\gamma_3)J_p^2\right].
\]

Since \(J_p^2\) does not commute with \(J_n\), angular momentum along [110] is conserved only if \(\gamma_2=\gamma_3\). For \(\gamma_2\neq\gamma_3\), "heavy" therefore names a band on this axis, not a fixed value of \(|\mathbf n\cdot\mathbf J|\).

**Sideways from [100].** A radial mass does not describe motion across the ray. Take \(\mathbf k=(k_0,q,0)\) with \(q\ll k_0\), so that \(k^2=k_0^2+q^2\) and \(S=k_0^2q^2\). To order \(q^2\),

\[
\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)k_0^2q^2}\simeq\gamma_2(k_0^2+q^2)+\frac{3(\gamma_3^2-\gamma_2^2)}{2\gamma_2}q^2 .
\]

The transverse inverse mass, \(-\partial^2E_\pm/\partial q^2\) at \(q=0\), is therefore

\[
\frac1{m_\perp}=\gamma_1\mp2\gamma_2\mp\frac{3(\gamma_3^2-\gamma_2^2)}{\gamma_2}.
\]

It does not approach the radial value as \(k_0\to0\) unless \(\gamma_2=\gamma_3\). A single mass tensor at \(\mathbf k=0\) would have to be cubic, hence isotropic, which for \(\gamma_2\neq\gamma_3\) contradicts the different masses on [100] and [111]. In that case the root makes each separate band nonanalytic at the touching point, although the matrix \(H\) is a polynomial.

## An orbital model and the split-off level

The three constants acquire a concrete meaning if the level comes from three real orbitals \(X,Y,Z\) of equal parity, combined with spin \(\tfrac12\). The orbitals rotate like a vector, up to the sign factor that cancels in \(H\). Their quadratic Hamiltonian has diagonal elements \(Lk_i^2+M(k^2-k_i^2)\) and off-diagonal elements \(Nk_ik_j\). Spin-orbit coupling places total angular momentum \(j=\tfrac32\) above \(j=\tfrac12\) by \(\Delta\).

Let \(l_i\) be the spin-1 matrices in this basis, \((l_i)_{jk}=-i\epsilon_{ijk}\). They satisfy \(l_il_j=\delta_{ij}-|j\rangle\langle i|\). So \(|i\rangle\langle i|=1-l_i^2\), and \(|x\rangle\langle y|+|y\rangle\langle x|=-2\{l_xl_y\}\). With the trace separated, the orbital Hamiltonian is

\[
h=\tfrac13(L+2M)k^2-(L-M)\sum_ik_i^2\left(l_i^2-\tfrac23\right)-2N\sum_{\rm cyc}k_xk_y\{l_xl_y\}.
\]

Within \(j=\tfrac32\), the Wigner–Eckart theorem makes the rank-2 tensor of \(\mathbf l\) proportional to that of \(\mathbf J\). The state \(m=\tfrac32\) has \(l_z=1\), so \(l_z^2-\tfrac23=\tfrac13\), while \(J_z^2-\tfrac54=1\). The factor is \(\tfrac13\). Comparison with \(H\) gives

\[
\gamma_1=-\tfrac23(L+2M),\qquad \gamma_2=-\tfrac13(L-M),\qquad \gamma_3=-\tfrac13N .
\]

The projection neglects coupling to \(j=\tfrac12\). Its effect can be found on the axes. For \(\mathbf k\parallel z\), let \(P\) be the normalized orbital with \(l_z=1\). It has energy \(Mk^2\), and \(Z\) has energy \(Lk^2\). With a suitable choice of phases,

\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,Z{\uparrow}+\sqrt{\tfrac13}\,P{\downarrow},\qquad
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,Z{\uparrow}-\sqrt{\tfrac23}\,P{\downarrow}.
\]

Their coupling is \(\tfrac{\sqrt2}3(L-M)k^2=-\sqrt2\gamma_2k^2\). Their energies without coupling are \(-\tfrac12(\gamma_1+2\gamma_2)k^2\) and \(-\Delta-\tfrac12\gamma_1k^2\), which are \(\Delta-\gamma_2k^2\) apart. If the light level moves up by \(s\), the two-level equation is \(s(\Delta-\gamma_2k^2+s)=2\gamma_2^2k^4\), or

\[
s=\frac{2\gamma_2^2k^4}{\Delta-\gamma_2k^2+s}\simeq\frac{2\gamma_2^2k^4}{\Delta}.
\]

On [111] the orbital along \(\mathbf k\) has energy \(\tfrac13(L+2M+2N)k^2\) and the two transverse ones \(\tfrac13(L+2M-N)k^2\). The difference \(L-M\) is replaced by \(N\), hence \(\gamma_2\) by \(\gamma_3\). The heavy states have \(m=\pm\tfrac32\), for which \(j=\tfrac12\) offers no partner, so on both axes this coupling leaves them unchanged. The heavy–light splitting on these axes is \(2\gamma_{2,3}k^2\), with \(\gamma_2\) for [100] and \(\gamma_3\) for [111]. To leading order the shift is the fraction \(\gamma_{2,3}k^2/\Delta\) of it, so it is a small correction to the splitting there when \(\gamma_{2,3}k^2\ll\Delta\).

## Numbers

Take the round model parameters \(\gamma_1=10\), \(\gamma_2=3\), \(\gamma_3=4\), with \(\Delta=0.01\) hartree. They correspond to \(L=-11\), \(M=-2\), \(N=-12\) hartree bohr²; for example \(-\tfrac23(-11-4)=10\).

On [100] the masses are \(1/(10-6)=0.250\) and \(1/(10+6)=0.0625\) electron masses. On [111] they are \(1/(10-8)=0.500\) and \(1/(10+8)=0.0556\). On [110] they are 0.408 and 0.0570, between the other two values in each band. The numerical check obtains these masses from the curvature of the six-band model at \(\mathbf k=0\).

At \(k=0.01\) bohr⁻¹, \(k^2/2=5\times10^{-5}\) hartree. Division by the masses gives these energies:

| Axis | Heavy | Light |
|---|---|---|
| [100] | \(-2.0\times10^{-4}\) hartree (−5.44 meV) | \(-8.0\times10^{-4}\) hartree (−21.77 meV) |
| [111] | \(-1.0\times10^{-4}\) hartree (−2.72 meV) | \(-9.0\times10^{-4}\) hartree (−24.49 meV) |

At fixed energy \(k\propto\sqrt m\), so the heavy surface extends farther along [111] than along [100] by the factor \(\sqrt{0.500/0.250}=1.414\).

The transverse correction on [100] is \(3(16-9)/3=7\). The transverse inverse masses are \(4-7=-3\) for the heavy band and \(16+7=23\) for the light one. The negative value means that the heavy-band energy rises on moving sideways from [100]. To stay at constant energy, \(k_x\) must increase by \(\delta\) with \(-4k_0\delta+\tfrac32q^2=0\), so \(\delta=3q^2/(8k_0)>0\). The heavy surface has a dimple on the [100] axis.

At the same \(k\), the leading estimate of the light-band shift is \(2\cdot9\cdot10^{-8}/0.01=1.80\times10^{-5}\) hartree on [100]; the six-band value is \(1.85\times10^{-5}\). On [111] the values are \(3.20\times10^{-5}\) and \(3.32\times10^{-5}\). The estimates are low because here \(s<\gamma_{2,3}k^2\), which makes the denominator of \(s\) smaller than \(\Delta\). Relative to the magnitude of the four-band light-hole energy, the shift is 2.3 percent on [100] and 3.7 percent on [111].

## Computed results

```
gamma1, gamma2, gamma3 (dimensionless): 10, 3, 4
spin-orbit splitting Delta: 0.01 hartree
wavevector k: 0.01 bohr^-1
quadratic invariants without time reversal (count): 4
quadratic invariants with time reversal (count): 3
linear invariants in O with time reversal (count): 2
linear invariants in T_d with time reversal (count): 1
quadratic invariants of orbital triplet (count): 3
L, M, N: -11, -2, -12 hartree bohr^2
heavy mass [100]: 0.2500 electron masses
light mass [100]: 0.0625 electron masses
heavy mass [111]: 0.5000 electron masses
light mass [111]: 0.0556 electron masses
heavy mass [110]: 0.4081 electron masses
light mass [110]: 0.0570 electron masses
heavy energy [100] at k: -2.000e-04 hartree = -5.44 meV
light energy [100] at k: -8.000e-04 hartree = -21.77 meV
heavy energy [111] at k: -1.000e-04 hartree = -2.72 meV
light energy [111] at k: -9.000e-04 hartree = -24.49 meV
norm of [H, n.J] at k = 1 bohr^-1, [100]: 0.000 hartree
norm of [H, n.J] at k = 1 bohr^-1, [111]: 0.000 hartree
norm of [H, n.J] at k = 1 bohr^-1, [110]: 1.732 hartree
heavy surface radius ratio [111]/[100] (dimensionless): 1.4142
heavy transverse inverse mass on [100]: -3.000 1/m_e
light transverse inverse mass on [100]: 23.000 1/m_e
light-band shift by split-off level [100]: 1.852e-05 hartree
leading estimate of that shift [100]: 1.800e-05 hartree
shift relative to light energy [100]: 2.32 percent
light-band shift by split-off level [111]: 3.322e-05 hartree
leading estimate of that shift [111]: 3.200e-05 hartree
shift relative to light energy [111]: 3.69 percent
```
